**Bond depletion in the atomic-hydrogen reaction-diffusion model**

The program tests the local exponent \(n=d\ln N/d\ln t=(1-f)/[2(2-f)]\), where \(N\) is the density of broken bonds, \(f=N/N_0\) is the broken fraction and \(N_0\) is the initial density of passivated bonds. This formula holds for a hydrogen profile of fixed shape and gives 1/4 for a fresh interface and 1/6 at half depletion. The program asserts that numerical slopes of the closed-form solution agree with the formula, and that the surface factor \(c(n)\) agrees with direct quadrature. It also solves the full diffusion problem as an integral equation and asserts that the fresh exponent is 1/4, that it stays there when depletion is switched off, and that the value at half depletion lies slightly above 1/6. The output gives 0.1722 at half depletion, 3.3% above 1/6. A separate finite-volume solution with finite reaction rates is asserted to agree in exponent and time at half depletion. For the example parameters, half depletion takes 3.34 h and corresponds to a threshold shift of 46.4 mV. The output also sizes neglected effects, among which a 0.10 eV spread of bond energies lowers the fixed-shape exponent at half depletion to 0.095.

## Numerical check

```python
"""Reaction-diffusion model of bias temperature instability with atomic hydrogen.

Result under test: with depletion of the passivated bonds, the local exponent
n = d ln N / d ln t is (1-f)/(2(2-f)) for a hydrogen profile of fixed shape:
1/4 for a fresh interface and 1/6 when half the bonds are broken.
The full diffusion problem gives a slightly larger value at f = 1/2.

Symbols: N0 passivated bonds per area, N = f*N0 broken bonds, H hydrogen
concentration, kF and kR rate constants of breaking and repassivation,
K = kF/kR, D diffusion coefficient.
Scaled variables: tau = t/T with T = N0^2/(D K^2), length unit N0/K, h = H/K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma, digamma


def closure_exponent(f):
    return (1 - f) / (2 * (2 - f))


def surface_factor(n):
    """H(0) sqrt(D t) / N for N proportional to t^n."""
    return gamma(n + 1) / gamma(n + 0.5)


def solve_integral_equation(points_per_decade, depletion=True):
    """Fast-reaction limit: (1-f)/f (or 1/f) = int f'(s)/sqrt(pi(tau-s)) ds."""
    count = 23 * points_per_decade + 1
    tau = np.concatenate(([0.0], np.logspace(-20, 3, count)))
    f = np.zeros(count + 1)
    for i in range(1, count + 1):
        root_dist = np.sqrt(tau[i] - tau[:i])
        past = np.sum(np.diff(f[:i]) / (root_dist[:-1] + root_dist[1:]))
        past *= 2 / np.sqrt(np.pi)
        w = 2 / (np.sqrt(np.pi) * root_dist[-1])
        b = past - w * f[i - 1] + (1.0 if depletion else 0.0)
        root = np.sqrt(b * b + 4 * w)
        f[i] = 2 / (b + root) if b > 0 else (root - b) / (2 * w)
    return tau[1:], f[1:]


def solve_diffusion(rate, length, cells=300):
    """Finite volumes, finite reaction rate kF*T = rate, sealed far end."""
    stretch = np.log(length / 5e-4)
    edges = length * np.expm1(stretch * np.linspace(0, 1, cells + 1))
    edges /= np.expm1(stretch)
    width = np.diff(edges)
    gap = np.diff(0.5 * (edges[1:] + edges[:-1]))

    def rhs(_, y):
        f, h = y[0], y[1:]
        breaking = rate * ((1 - f) - f * h[0])
        flux = np.empty(cells + 1)
        flux[0], flux[-1] = breaking, 0.0
        flux[1:-1] = -np.diff(h) / gap
        return np.concatenate(([breaking], -np.diff(flux) / width))

    times = np.logspace(-8, 0, 321)
    sol = solve_ivp(rhs, (0, 1.0), np.zeros(cells + 1), method="LSODA",
                    t_eval=times, rtol=1e-7, atol=1e-10, lband=1, uband=1)
    assert sol.success
    return sol.t, sol.y[0]


def time_and_exponent(tau, f, level):
    """Scaled time at which f = level, and the local exponent there."""
    spline = CubicSpline(np.log(f), np.log(tau))
    x = np.log(level)
    return float(np.exp(spline(x))), float(1 / spline(x, 1))


def fixed_shape_slope(h_of_f, atoms_per_diffuser, f=0.5, step=1e-4):
    """Numerical d ln f/d ln t from f proportional to h^m sqrt(t)."""
    def log_time(value):
        return 2 * (np.log(value) - atoms_per_diffuser * np.log(h_of_f(value)))
    up, down = f * np.exp(step), f * np.exp(-step)
    return 2 * step / (log_time(up) - log_time(down))


# ---- example parameters, in cm and s ----
N0, D, kF, kR = 1e12, 1e-15, 1.0, 1e-17
t_ox, gate, field, temperature = 2e-7, 100e-7, 8e6, 398.0
capture_radius, energy_spread, hole_offset = 0.3e-7, 0.10, 0.010
K = kF / kR
T = N0**2 / (D * K**2)
unit_length = N0 / K

# ---- surface factor against direct quadrature of the diffusion kernel ----
for n in (0.25, 1 / 6):
    direct = quad(lambda s: n / np.sqrt(np.pi), 0, 1,
                  weight="alg", wvar=(n - 1, -0.5))[0]
    assert abs(direct / surface_factor(n) - 1) < 1e-8
a = 1 / surface_factor(0.25)

# ---- fixed-shape closure: slope of the explicit f(t) against the formula ----
def closure_f(tau):
    x = a * np.sqrt(tau)
    return 2 * x / (x + np.sqrt(x * x + 4 * x))


for level in (0.01, 0.1, 0.5, 0.9):
    tau0 = (level**2 / (1 - level) / a)**2
    assert abs(closure_f(tau0) - level) < 1e-10
    slope = np.log(closure_f(tau0 * 1.001) / closure_f(tau0 / 1.001))
    slope /= 2 * np.log(1.001)
    assert abs(slope - closure_exponent(level)) < 1e-6
assert abs(closure_exponent(0.5) - 1 / 6) < 1e-14

# ---- full diffusion problem in the fast-reaction limit ----
tau_c, f_c = solve_integral_equation(60)
tau_i, f_i = solve_integral_equation(120)
tau_half, n_half = time_and_exponent(tau_i, f_i, 0.5)
n_half_coarse = time_and_exponent(tau_c, f_c, 0.5)[1]
assert abs(n_half - n_half_coarse) < 2e-4
tau_fresh, n_fresh = time_and_exponent(tau_i, f_i, 1e-3)
assert abs(n_fresh - 0.25) < 5e-4
a_numeric = 1e-6 / (1 - 1e-3) / np.sqrt(tau_fresh)
assert abs(a_numeric / a - 1) < 3e-3
assert 1 / 6 < n_half < 1 / 6 + 0.012

# without depletion the exponent stays at 1/4 for the same damage
tau_n, f_n = solve_integral_equation(60, depletion=False)
n_no_depletion = time_and_exponent(tau_n, f_n, 0.5)[1]
assert abs(n_no_depletion - 0.25) < 5e-4

# slow drift of the profile shape explains the excess over 1/6
drift = -0.5 * 0.5 / (4 * 1.5**3)
log_slope_c = digamma(1 / 6 + 1) - digamma(1 / 6 + 0.5)
n_drift = (0.5 - log_slope_c * drift) / 3
assert abs(n_drift - n_half) < 0.35 * abs(n_half - 1 / 6)
f_sixth = brentq(lambda v: time_and_exponent(tau_i, f_i, v)[1] - 1 / 6, 0.4, 0.7)

# ---- diffusion equation with the finite rates of the example ----
tau_p, f_p = solve_diffusion(kF * T, 10.0)
tau_half_p, n_half_p = time_and_exponent(tau_p, f_p, 0.5)
n_tenth_p = time_and_exponent(tau_p, f_p, 0.1)[1]
assert abs(n_half_p - n_half) < 1e-3
assert abs(tau_half_p / tau_half - 1) < 0.01
tau_s, f_s = solve_diffusion(kF * T, gate / unit_length)
n_half_sealed = time_and_exponent(tau_s, f_s, 0.5)[1]

# ---- example results ----
t_half = tau_half * T
t_half_closure = (0.5 / a)**2 * T
N_half = 0.5 * N0
diff_length = np.sqrt(D * t_half)
C_ox = 3.9 * const.epsilon_0 / 100 / t_ox
shift = const.e * N_half / C_ox
t_tenth = time_and_exponent(tau_i, f_i, 0.1)[0] * T
f_extrapolated = 0.1 * (t_half / t_tenth)**0.25

# ---- effects left out, sized at half depletion ----
holes = C_ox * field * t_ox / const.e
n_holes = fixed_shape_slope(
    lambda f: (1 - f) * (1 - f * N0 / holes) / f, 1)
n_single = fixed_shape_slope(lambda f: (1 - f) / f, 1)
n_H2 = fixed_shape_slope(lambda f: (1 - f) / f, 2)
n_H2_fresh = fixed_shape_slope(lambda f: (1 - f) / f, 2, f=1e-6)
assert abs(n_single - 1 / 6) < 1e-6
assert abs(n_H2 - 0.1) < 1e-6 and abs(n_H2_fresh - 1 / 6) < 1e-5

kT = const.k * temperature / const.e
z = np.linspace(-7, 7, 1401)
weight = np.exp(-z * z / 2)
weight /= weight.sum()


def h_with_spread(f):
    def excess(log_h):
        x = log_h + energy_spread / kT * z
        return np.sum(weight / (1 + np.exp(x))) - f
    return np.exp(brentq(excess, -15, 15, xtol=1e-13))


n_spread = fixed_shape_slope(h_with_spread, 1, step=1e-3)
assert n_spread < 1 / 6
n_offset = n_half * shift / (shift + hole_offset)
kR_limit = 2 * np.pi * capture_radius * D
D_needed = kR / (2 * np.pi * capture_radius)
meet_gate = 8 * np.pi * capture_radius * D * K * t_half
share_oxide = t_ox * K / N_half
meet_oxide = 8 * np.pi * capture_radius * D_needed * K * t_half * share_oxide
spacing = N_half**-0.5

print(f"Passivated bonds N0: {N0:.1e} cm^-2")
print(f"Diffusion coefficient D: {D:.1e} cm^2/s")
print(f"Breaking rate kF: {kF:.1f} 1/s")
print(f"Repassivation constant kR: {kR:.1e} cm^3/s")
print(f"K = kF/kR = H(0) at half depletion: {K:.1e} cm^-3")
print(f"Time scale T: {T:.3e} s; length N0/K: {unit_length*1e7:.0f} nm")
print(f"Oxide {t_ox*1e7:.1f} nm, gate {gate*1e7:.0f} nm")
print(f"Stress field {field/1e6:.1f} MV/cm, temperature {temperature:.0f} K")
print(f"c(1/4): {surface_factor(0.25):.4f}; a = 1/c(1/4): {a:.4f}")
print(f"c(1/6): {surface_factor(1/6):.4f}")
print(f"a from full solution at f=0.001: {a_numeric:.4f}")
print("f | n fixed shape | n full diffusion | time (s)")
for level in (0.01, 0.10, 0.25, 0.50, 0.75, 0.90):
    tau_l, n_l = time_and_exponent(tau_i, f_i, level)
    print(f"{level:.2f} | {closure_exponent(level):.4f} | {n_l:.4f} | {tau_l*T:.3g}")
print("(table times: fast reaction, unbounded medium)")
print(f"n full at f=0.001: {n_fresh:.4f}")
print(f"n full at f=0.5: {n_half:.4f}; coarser mesh: {n_half_coarse:.4f}")
print(f"Excess over 1/6: {100*(6*n_half-1):.1f} %")
print(f"dn/dln t at f=0.5, fixed shape: {drift:.4f}")
print(f"psi(n+1)-psi(n+1/2) at n=1/6: {log_slope_c:.4f}")
print(f"n at f=0.5 from slow-drift estimate: {n_drift:.4f}")
print(f"f where full n equals 1/6: {f_sixth:.3f}")
print(f"n at N=N0/2 without depletion: {n_no_depletion:.4f}")
print(f"Scaled time tau at f=0.5, full: {tau_half:.4f}")
print(f"Time to half depletion, full: {t_half:.3e} s = {t_half/3600:.2f} h")
print(f"Time to half depletion, fixed shape: {t_half_closure:.3e} s")
print(f"Diffusion length sqrt(Dt) then: {diff_length*1e7:.1f} nm")
print(f"Oxide capacitance: {C_ox*1e6:.3f} uF/cm^2")
print(f"Threshold shift magnitude at f=0.5: {shift*1e3:.1f} mV")
print(f"t^(1/4) extrapolation from f=0.1 to that time: f={f_extrapolated:.3f}")
print(f"Finite rates: n={n_tenth_p:.4f} at f=0.1, {n_half_p:.4f} at f=0.5")
print(f"Sealed gate: n={n_half_sealed:.4f} at f=0.5")
print(f"Channel holes, eps*E/q: {holes:.2e} cm^-2")
print(f"Hole loss, kF ~ holes, fixed shape: n={n_holes:.4f}")
print(f"Energy spread {energy_spread:.2f} eV (kT={kT:.4f} eV): n={n_spread:.4f}")
print(f"Hole-trap offset {hole_offset*1e3:.0f} mV: apparent n={n_offset:.4f}")
print(f"H2 diffusion, fixed shape: fresh {n_H2_fresh:.4f}, half {n_H2:.4f}")
print(f"Capture radius assumed: {capture_radius*1e7:.1f} nm")
print(f"Diffusion-limited kR with gate D: {kR_limit:.2e} cm^3/s")
print(f"Oxide D needed for chosen kR: {D_needed:.2e} cm^2/s")
print(f"H-H encounters per atom, gate D: {meet_gate:.2f}")
print(f"Share of released H in oxide: {share_oxide:.3f}")
print(f"H-H encounters per atom, oxide D needed: {meet_oxide:.2e}")
print(f"Mean spacing of broken bonds: {spacing*1e7:.1f} nm")
print("finished without a failed check")
```

Output:

```
Passivated bonds N0: 1.0e+12 cm^-2
Diffusion coefficient D: 1.0e-15 cm^2/s
Breaking rate kF: 1.0 1/s
Repassivation constant kR: 1.0e-17 cm^3/s
K = kF/kR = H(0) at half depletion: 1.0e+17 cm^-3
Time scale T: 1.000e+05 s; length N0/K: 100 nm
Oxide 2.0 nm, gate 100 nm
Stress field 8.0 MV/cm, temperature 398 K
c(1/4): 0.7397; a = 1/c(1/4): 1.3520
c(1/6): 0.6851
a from full solution at f=0.001: 1.3519
f | n fixed shape | n full diffusion | time (s)
0.01 | 0.2487 | 0.2489 | 0.000557
0.10 | 0.2368 | 0.2380 | 6.63
0.25 | 0.2143 | 0.2172 | 360
0.50 | 0.1667 | 0.1722 | 1.2e+04
0.75 | 0.1000 | 0.1055 | 2.14e+05
0.90 | 0.0455 | 0.0477 | 2.42e+06
(table times: fast reaction, unbounded medium)
n full at f=0.001: 0.2499
n full at f=0.5: 0.1722; coarser mesh: 0.1722
Excess over 1/6: 3.3 %
dn/dln t at f=0.5, fixed shape: -0.0185
psi(n+1)-psi(n+1/2) at n=1/6: 0.9861
n at f=0.5 from slow-drift estimate: 0.1728
f where full n equals 1/6: 0.525
n at N=N0/2 without depletion: 0.2500
Scaled time tau at f=0.5, full: 0.1201
Time to half depletion, full: 1.201e+04 s = 3.34 h
Time to half depletion, fixed shape: 1.368e+04 s
Diffusion length sqrt(Dt) then: 34.7 nm
Oxide capacitance: 1.727 uF/cm^2
Threshold shift magnitude at f=0.5: 46.4 mV
t^(1/4) extrapolation from f=0.1 to that time: f=0.652
Finite rates: n=0.2408 at f=0.1, 0.1722 at f=0.5
Sealed gate: n=0.1718 at f=0.5
Channel holes, eps*E/q: 1.72e+13 cm^-2
Hole loss, kF ~ holes, fixed shape: n=0.1650
Energy spread 0.10 eV (kT=0.0343 eV): n=0.0950
Hole-trap offset 10 mV: apparent n=0.1416
H2 diffusion, fixed shape: fresh 0.1667, half 0.1000
Capture radius assumed: 0.3 nm
Diffusion-limited kR with gate D: 1.88e-22 cm^3/s
Oxide D needed for chosen kR: 5.31e-11 cm^2/s
H-H encounters per atom, gate D: 0.91
Share of released H in oxide: 0.040
H-H encounters per atom, oxide D needed: 1.92e+03
Mean spacing of broken bonds: 14.1 nm
finished without a failed check
```
